\section*{How defocus turns mask phase roughness into line-edge roughness}

\section{At focus}

\textbf{Q.} The multilayer mirror under my EUV mask pattern is slightly rough, so the reflected wave leaves the mask with a ragged phase. What does that do to the image at best focus?

\textbf{A.} Take the simplest case first: a clear mask area, lit on axis by one coherent plane wave. I use wafer-scale coordinates and time dependence $e^{-i\omega t}$, so a longer path gives a larger phase. The field leaving the mask is $e^{i\phi(\mathbf r)}$, with $\phi$ real, small and of zero mean. Let $L$ denote convolution with the in-focus point-spread function, normalized so that $L[1]=1$, and suppose that this function is real. To second order,
\begin{equation}
E=L\!\left[1+i\phi-\tfrac12\phi^2\right]
=1-\tfrac12L[\phi^2]+iL[\phi].
\end{equation}
Since $L$ maps real functions to real functions, the real and imaginary parts can be squared separately:
\begin{align}
I&=\left(1-\tfrac12L[\phi^2]\right)^2+\left(L[\phi]\right)^2\nonumber\\
&=1+\left(L[\phi]\right)^2-L[\phi^2]+O(\phi^4).
\label{eq:second}
\end{align}
There is no term linear in $\phi$. The scattered wave $iL[\phi]$ is a quarter cycle out of step with the background. Adding a small perpendicular arrow to a long one turns it, but changes its length only in second order. The cubic term of $e^{i\phi}$ is also imaginary, so it enters the intensity first at fourth order.

\textbf{Q.} So the image is not perfectly smooth?

\textbf{A.} No. The two quadratic terms in (\ref{eq:second}) would cancel if the lens passed every spatial frequency, because then $L[\phi]=\phi$ and $L[\phi^2]=\phi^2$. A finite pupil leaves a remainder. Doubling the roughness quadruples this remainder, whereas a linear effect would double.

\textbf{Q.} I care about line edges, where the background is not uniform. Does the argument survive there?

\textbf{A.} It does if the pattern has a real transmission $t(\mathbf r)$, say 1 in the clear area and 0 under the absorber. Replace the mask field by $te^{i\phi}$ and define $u=L[t]$ and $v=L[t\phi]$, both real. Then
\begin{equation}
I=\left(u-\tfrac12L[t\phi^2]\right)^2+v^2+O(\phi^4)
=u^2+O(\phi^2).
\end{equation}
The edge has no first-order displacement at focus.

\section{Out of focus}

\textbf{Q.} My focus is never perfect across a wafer. What changes when the wafer is displaced by $z$?

\textbf{A.} Each plane-wave component of the image field has its own phase advance. Relative to the on-axis wave, a component of spatial frequency $f$ gains the phase
\begin{equation}
z(k_z-k)=\frac{2\pi z}{\lambda}\left(\sqrt{1-\lambda^2f^2}-1\right)
\simeq-\pi\lambda zf^2\equiv-\chi,
\end{equation}
where $z$ is positive downstream and the last form is paraxial. Consider one roughness component, $\phi=A\cos q$ with $q=2\pi\mathbf f\cdot\mathbf r$, inside the pupil: $f<\mathrm{NA}/\lambda$. It consists of waves at $+\mathbf f$ and $-\mathbf f$, and both receive the factor $e^{-i\chi}$. To first order,
\begin{align}
E&=1+iAe^{-i\chi}\cos q\nonumber\\
&=1+A\sin\chi\cos q+iA\cos\chi\cos q.
\end{align}
The real part now contains a term linear in $A$. Squaring it gives
\begin{equation}
\delta I=2A\sin\chi\cos q
=2\sin(\pi\lambda zf^2)\,\phi .
\label{eq:sine}
\end{equation}
Defocus rotates the scattered wave relative to the background, and the component that comes into step changes the brightness. The factor 2 comes from the cross term in the square.

\textbf{Q.} Does more defocus always mean more speckle?

\textbf{A.} Not for a single component. For small $\chi$ the contrast is $2\pi\lambda zf^2A$: linear in defocus and strongest for fine roughness. It peaks at $\chi=\pi/2$ and returns to zero at $\chi=\pi$, where the component is again a phase modulation, with reversed sign. At the pupil edge, $f=\mathrm{NA}/\lambda$, the first peak lies at
\begin{equation}
z=\frac{\lambda}{2\,\mathrm{NA}^2}
=\frac{13.5}{2(0.33)^2}=62.0\ \mathrm{nm}.
\end{equation}
This is the paraxial value; the exact phase puts the peak at 60 nm. Below that defocus every transmitted component is still on the rising part of its sine. Changing the sign of $z$ exchanges bright and dark grains.

\textbf{Q.} How do I get the total speckle from a roughness measurement?

\textbf{A.} Add the variances of the components. Suppose $\phi$ has rms value $\sigma$ and correlation $\sigma^2e^{-r^2/\xi^2}$. Its two-dimensional power spectrum is the Fourier transform,
\begin{equation}
S(f)=\pi\xi^2\sigma^2e^{-\pi^2\xi^2f^2}.
\end{equation}
Multiply it by the square of the factor in (\ref{eq:sine}) and integrate over the pupil. With $w=f^2$ the area element is $2\pi f\,df=\pi\,dw$. Set $a=\pi^2\xi^2$, $b=2\pi\lambda z$ and $U=(\mathrm{NA}/\lambda)^2$, and use $4\sin^2(bw/2)=2(1-\cos bw)$:
\begin{equation}
\sigma_I^2=2\sigma^2a\int_0^U e^{-aw}(1-\cos bw)\,dw .
\end{equation}
The first part integrates to $(1-e^{-aU})/a$. The second is the real part of
\begin{equation}
\int_0^Ue^{-(a-ib)w}dw
=\frac{(a+ib)\left(1-e^{-aU}e^{ibU}\right)}{a^2+b^2}.
\end{equation}
Taking that real part gives
\begin{align}
\sigma_I^2&=2\sigma^2\left[1-e^{-aU}-\frac{aG}{a^2+b^2}\right],\label{eq:var}\\
G&=a+e^{-aU}\left(b\sin bU-a\cos bU\right).\nonumber
\end{align}
At $z=0$ we have $b=0$ and $G=a(1-e^{-aU})$, so the bracket vanishes, as it must. If the pupil passes essentially the whole spectrum, $e^{-aU}\to0$ and
\begin{equation}
\sigma_I=\sqrt2\,\sigma\,\frac{b}{\sqrt{a^2+b^2}} .
\end{equation}
This rises linearly with defocus while $b\ll a$ and levels off at $\sqrt2\,\sigma$, when the sines of different components are spread over all their values.

\section{From speckle to a moving edge}

\textbf{Q.} Can I divide this speckle by the image slope to get the edge roughness?

\textbf{A.} The division is right, but the clear-field speckle is the wrong numerator. Suppose the resist edge follows the contour $I=I_{\rm th}$, and let $I_0(x)$ be the image without roughness, with $I_0(x_e)=I_{\rm th}$. The displaced edge satisfies
\begin{equation}
I_0(x_e+\delta x)+\delta I=I_{\rm th}
\quad\Rightarrow\quad
\delta x=-\frac{\delta I}{I_0'(x_e)} .
\end{equation}
Here $\delta I$ must be calculated with the pattern present. If $L_z$ includes defocus and $E_0=L_z[t]$, the rough mask gives $E_0+iL_z[t\phi]$, so
\begin{equation}
\delta I=2\,\mathrm{Re}\left\{iE_0^*L_z[t\phi]\right\}.
\label{eq:edge}
\end{equation}

\textbf{Q.} Is there a way to see how the edge differs from the open field?

\textbf{A.} Use small defocus. The factor $e^{-i\pi\lambda zf^2}$ is the operator $e^{i\epsilon\nabla^2}$ with $\epsilon=\lambda z/4\pi$, because $\nabla^2$ multiplies a component by $-4\pi^2f^2$. To first order in $\epsilon$, the field $u+iv$ becomes
\begin{equation}
E=(u-\epsilon\nabla^2v)+i(v+\epsilon\nabla^2u).
\end{equation}
Square both parts and keep the terms linear in both $\phi$ and $\epsilon$:
\begin{equation}
\delta I=-\frac{\lambda z}{2\pi}\left(u\nabla^2v-v\nabla^2u\right).
\label{eq:small}
\end{equation}
For $u=1$ this is the small-angle form of (\ref{eq:sine}).

Now take an isolated straight edge and the threshold $I_{\rm th}=\tfrac14$, which places the printed edge at the mask edge. By symmetry $u-\tfrac12$ is odd about it, so at the edge $u=\tfrac12$ and $\nabla^2u=0$. The background factor is half its clear-field value. In addition, $v$ collects roughness from the open side alone. Write the clear-field speckle as a sum of contributions from the left and right half-planes. Mirror symmetry gives them equal variance $V$; let their correlation coefficient be $\rho$. The clear-field variance is $2V(1+\rho)$, while the edge variance is $V/4$. Hence
\begin{equation}
\frac{\sigma_{I,\rm edge}}{\sigma_{I,\rm clear}}
=\frac{1}{2\sqrt{2(1+\rho)}} .
\label{eq:ratio}
\end{equation}
The ratio is 0.35 for independent halves and 0.25 for fully correlated ones. A phase gradient across the edge contributes with opposite signs from the two sides, so slowly varying roughness can make $\rho$ negative and the ratio larger than 0.35. This estimate holds for an isolated edge at small defocus; a narrow line needs (\ref{eq:edge}).

\section{Numbers for an EUV mask}

\textbf{Q.} Put in numbers for a 0.33 NA exposure tool.

\textbf{A.} Take $\lambda=13.5$ nm, fourfold reduction, and a height roughness of 0.05 nm rms with a correlation length of 100 nm on the mask. The last two are rough values. On the wafer scale $\xi=100/4=25$ nm. Assume that every layer of the mirror follows the same bump of height $h$. The reflected path is then shortened by $2h\cos\theta$, so $\phi=-4\pi h\cos\theta/\lambda$. A bump in the top layer alone would give a much smaller phase, because refractive indices at this wavelength are close to 1. The sign does not affect the rms value:
\begin{equation}
\sigma=\frac{4\pi(0.05)\cos6^\circ}{13.5}=0.0463\ \mathrm{rad}.
\end{equation}
For $z=40$ nm,
\begin{align}
a&=\pi^2(25)^2=6169\ \mathrm{nm^2},\nonumber\\
b&=2\pi(13.5)(40)=3393\ \mathrm{nm^2},\\
U&=(0.33/13.5)^2=5.975\times10^{-4}\ \mathrm{nm^{-2}}.\nonumber
\end{align}
The bracket in (\ref{eq:var}) is then 0.189, and
\begin{equation}
\sigma_I=0.0463\sqrt{2(0.189)}=0.0285,
\end{equation}
or 2.8\% of the clear intensity. At 10 nm defocus it is 0.76\%. Four times that would be 3.0\%, so the growth is already slightly slower than linear.

For the edge, take a dark line 40 nm wide in a clear field and a threshold of 0.25. At 40 nm defocus, (\ref{eq:edge}) gives an edge speckle of 0.770\% of the clear intensity, and the image slope is 0.0484 nm$^{-1}$. The $3\sigma$ edge roughness is
\begin{equation}
3\sigma_x=\frac{3(0.00770)}{0.0484}=0.48\ \mathrm{nm}.
\end{equation}
Dividing the clear-field speckle by the same slope would have given 1.8 nm. The ratio of edge to clear speckle is 0.27, between the values that (\ref{eq:ratio}) gives for independent and for fully correlated halves, although this line is not an isolated edge.

\textbf{Q.} Is a linear calculation good enough, and what is left at focus?

\textbf{A.} Contours taken from the full nonlinear image of eight random masks give 0.440 nm at 40 nm defocus. The linear formula gives 0.439 nm for the same masks. Both are below 0.48 nm, which is an ensemble value; subtracting the mean displacement of each 512 nm edge lowers the expected value to about 0.465 nm, and a sample of eight masks scatters about that by roughly 0.025 nm.

At focus the same nonlinear calculation leaves 0.11\% clear-field speckle and 0.024 nm of edge roughness. The edge figure is a sample value, uncertain by about 10\%; a larger sample gives 0.022 nm. In a weaker-roughness test, doubling the phase multiplied the edge roughness by 4.000 at focus and by 2.000 at 40 nm defocus. That identifies the focus remainder as second order and the defocus effect as first order. The numerical output lists the values at intermediate defocus.

\section{When the null at focus fails}

\textbf{Q.} My lens has aberrations. Do they act like defocus?

\textbf{A.} Some do. Let the pupil multiply the waves at $\pm\mathbf f$ by $P_\pm$, with $P(0)=1$. For $\phi=A\cos q$,
\begin{equation}
E=1+\frac{iA}{2}\left(P_+e^{iq}+P_-e^{-iq}\right).
\end{equation}
Adding the scattered field to its complex conjugate and collecting $e^{iq}$ gives
\begin{equation}
\delta I=\frac{iA}{2}\left(P_+-P_-^*\right)e^{iq}+\mathrm{c.c.}
\label{eq:pupil}
\end{equation}
The linear term vanishes when $P(-\mathbf f)=P^*(\mathbf f)$, which is also the condition for a real point-spread function. An odd phase aberration satisfies it; an even one in general does not. With $p=f\lambda/\mathrm{NA}$ and $\alpha$ the azimuth in the pupil, the coma phase $0.5(3p^3-2p)\cos\alpha$ rad gives zero linear edge roughness at focus in the example. The spherical phase $0.5(6p^4-6p^2)$ rad gives 0.76 nm. These are illustrative strengths, not the specification of a tool.

\textbf{Q.} And my source is not a single on-axis beam.

\textbf{A.} Tilt the beam so that its undiffracted wave sits at $\mathbf s$ in the pupil. The side waves then sit at $\mathbf s\pm\mathbf f$, and one may miss the pupil. With $P_+=1$ and $P_-=0$, (\ref{eq:pupil}) gives $\delta I=-A\sin q$ even at focus. The opposite beam has $P_+=0$ and $P_-=1$, which gives $+A\sin q$. Their intensities add, so the two terms cancel. For a beam tilted by 0.48 of the pupil radius, the clear-field speckle at focus is 2.2\%; for the balanced pair it is zero in this linear calculation. An unbalanced source loses this protection.

In defocus, when both side waves pass, their phases relative to the undiffracted wave are
\begin{equation}
-\pi\lambda z\left(|\mathbf s\pm\mathbf f|^2-s^2\right)
=-\chi\mp\beta,\qquad \beta=2\pi\lambda z\,\mathbf s\cdot\mathbf f .
\end{equation}
Inserting $P_\pm=e^{-i\chi\mp i\beta}$ in (\ref{eq:pupil}) gives
\begin{equation}
\delta I=2A\sin\chi\cos(q-\beta).
\end{equation}
For these components each beam produces the same grains, shifted sideways by $\lambda z\mathbf s$, and the sum is partly washed out. A uniform disc source filling half the pupil radius lowers the clear-field speckle at 40 nm defocus from 2.9\% to 1.9\%. Both values come from the numerical model, whose frequency grid and nonparaxial phase account for the small difference from the 2.8\% given by (\ref{eq:var}). Side waves that miss the pupil would on their own lower the speckle by about 20\%, and the sideways shifts on their own by about 7\%. The two effects are not independent, and together they give the full 35\%. With the threshold held at 0.25, the edge roughness falls less, from 0.48 to 0.41 nm, with a numerical uncertainty of about 0.01 nm from the frequency grid. The source also changes the background image, so the two reductions need not agree.

\textbf{Q.} How close is all this to a real EUV exposure?

\textbf{A.} The wavelength, aperture and reduction are those of 0.33 NA EUV tools. The coherent on-axis source is the assumption such tools plainly break; the disc source above changes the edge result by about 13\%, and other source shapes need their own calculation. At the pupil edge the exact defocus phase is 2.9\% larger than the paraxial one.

A real absorber also reflects a little. For a rough 2\% leakage, placed a quarter cycle out of phase with the clear area, $t$ is no longer real and 0.14 nm of linear edge roughness appears at focus. If the effective reflecting plane lies a rough 100 nm from the absorber plane, the wafer-side offset is $100/4^2=6.25$ nm, because $f^2$ scales with the square of the reduction. That gives 0.47\% clear-field speckle when the pattern itself is in focus. Reflectivity variations act directly: a relative amplitude change $\eta$ gives $\delta I=2\eta$ at focus, so 1.4\% rms within the pupil would match the phase speckle at 40 nm defocus. Electromagnetic scattering by a thick absorber, polarization and resist chemistry are left out, and I have not sized them here.

\textbf{Q.} Would I see half a nanometre beneath photon noise?

\textbf{A.} Take a rough clear dose of 30 mJ/cm$^2$, which is 20.39 photons/nm$^2$, an absorbed fraction of 0.20, and averaging over a 10 nm square. At the threshold the number absorbed is
\begin{equation}
N=20.39(0.20)(0.25)(10)^2\simeq102 .
\end{equation}
The relative fluctuation is $1/\sqrt N$, and the corresponding edge roughness is
\begin{equation}
3\sigma_x=\frac{3(0.25)}{\sqrt{102}\,(0.0484)}\simeq1.5\ \mathrm{nm}.
\end{equation}
This depends directly on the assumed averaging area. Added in quadrature as an independent contribution, 0.48 nm raises 1.5 nm by about 5\%. In a single exposure it would be hard to isolate.

The two contributions differ in repetition. Photon noise is new in each exposure, while $\phi$ belongs to the mask. Averaging the edge shapes of many fields printed from the same mask area at the same defocus suppresses the photon noise and keeps the mask contribution. Repeating this at $+z$ and $-z$ gives a further signature: with a real pattern, a balanced source and no even aberration, the first-order edge displacement caused by $\phi$ reverses sign. Roughness of the absorber edges also repeats from field to field, but under the same conditions its displacement keeps its sign.

\section*{Values computed for the example and the checks}
\begin{verbatim}
wavelength: 13.5 nm; NA: 0.33; reduction: 4
mask height roughness (rough value): 0.050 nm rms
correlation length: 100 nm mask, 25 nm wafer
chief-ray angle at mask: 6 degrees
phase roughness: 0.0463 rad rms
pupil cutoff frequency: 0.02444 1/nm
smallest coherent period: 40.9 nm
defocus of first sine maximum at cutoff: 62.0 nm
dark line width: 40 nm; intensity threshold: 0.25
50 nm period, 40 nm defocus: argument 0.6786 rad
  its intensity/phase amplitude ratio: 1.2554 per rad
defocus nm | clear speckle % rms | image slope 1/nm | edge 3-sigma nm
     0 | 0.000 | 0.0511 | 0.000
    10 | 0.757 | 0.0509 | 0.120
    20 | 1.495 | 0.0504 | 0.240
    30 | 2.197 | 0.0495 | 0.359
    40 | 2.847 | 0.0484 | 0.478
At 40 nm defocus:
  clear speckle, discrete model: 2.878 % rms
  speckle at edge: 0.770 % of clear intensity rms
  edge speckle / clear speckle: 0.268
  clear speckle / slope, 3-sigma: 1.785 nm
  nonlinear edge roughness, 8 masks: 0.440 nm 3-sigma
  linear prediction, same masks: 0.439 nm 3-sigma
At focus, full nonlinear image, 8 masks:
  clear speckle: 0.1113 % rms
  edge roughness: 0.0239 nm 3-sigma
growth when phase doubles, edge at focus: 4.000
growth when phase doubles, edge at 40 nm: 2.000
focus edge, 0.5 rad coma coefficient: 0.0000 nm 3-sigma
focus edge, 0.5 rad spherical coeff.: 0.7634 nm 3-sigma
focus clear speckle, one tilted beam: 2.248 % rms
focus clear speckle, opposite pair: 0.000 % rms
Disc source, fill 0.5, 121 points:
  linear edge roughness at focus: 0.0000 nm 3-sigma
  clear speckle at 40 nm: 1.876 % rms
  edge roughness at 40 nm: 0.414 nm 3-sigma
nonparaxial phase excess at cutoff: 2.88 %
absorber leakage (rough): 2 %, taken in quadrature
  linear edge roughness at focus: 0.142 nm 3-sigma
mask depth offset (rough): 100 nm -> 6.25 nm defocus
  its clear speckle: 0.474 % rms
amplitude roughness of equal speckle: 1.439 % rms in pupil
clear dose (rough): 30 mJ/cm2 = 20.39 photons/nm2
absorbed fraction (rough): 0.20; averaging cell: 10 nm square
absorbed photons per edge cell: 101.9
shot-noise edge roughness at 40 nm: 1.54 nm 3-sigma
\end{verbatim}
